\section*{Carrier density from a 100 tesla Shubnikov-de Haas frequency}

\section*{Question}

I am stuck on an exercise about a two-dimensional semiconductor channel. The magnetoresistance oscillates as a function of $1/B$, and the Fourier spectrum has its fundamental peak at $F=100$ T. The carriers have ``twofold degeneracy'', and I am asked for their density per square centimetre.

Three things confuse me. First, the magnet in the problem reaches only 10 T, so what does a ``frequency of 100 T'' mean, and why is no effective mass given? Second, the channel has two valleys, and electrons also have spin. Do I multiply by two, or by two for the valleys and again by two for spin? Third, a magnetic field can shift the two valleys in opposite directions in energy. Does that not change the frequency, and with it the density I infer?

\section*{Answer}

The frequency measures the area enclosed by the Fermi line in $k$-space. An area is also what counts carriers, so the mass drops out. I derive the relation first, then put in the numbers, and then take up degeneracy and valley splitting, where a factor of two can go wrong.

The algebra is in atomic units, $\hbar=e=m_e=1$, with the field unit $\hbar/(ea_0^2)$, where $a_0$ is the bohr. There is no factor $1/c$ in this convention, and the flux quantum $h/e$ equals $2\pi$. $B$ is the field component normal to the layer.

\subsection*{Counting carriers without a field}

Take a square sample of side $L$ with periodic boundaries. The allowed wave vectors form a grid of spacing $2\pi/L$, so each occupies an area $(2\pi/L)^2$. A pocket whose Fermi line encloses the area $S_F$ contains $S_FL^2/(4\pi^2)$ states. With $g$ equivalent pockets, counting spin and valley together, the density is
\begin{equation}
 n=\frac{g\,S_F}{4\pi^2}.
 \label{count}
\end{equation}
This assumes low temperature and that these pockets hold all the mobile carriers. The pocket need not be circular.

\subsection*{What the field does to the states}

In a field, an electron of charge $-1$ and velocity $\mathbf v=\nabla_{\mathbf k}E$ obeys $\dot{\mathbf k}=-\mathbf v\times\mathbf B$. The change of $\mathbf k$ is perpendicular to $\nabla_{\mathbf k}E$, so the electron moves along a line of constant energy at the rate $|\dot{\mathbf k}|=|\nabla_{\mathbf k}E|\,B$. The time for one closed orbit is
\begin{equation}
 T=\oint\frac{dk_\parallel}{|\dot{\mathbf k}|}
  =\frac1B\oint\frac{dk_\parallel}{|\nabla_{\mathbf k}E|}
  =\frac1B\frac{dS}{dE}.
\end{equation}
The last step holds because two contours that differ in energy by $dE$ are separated by the distance $dE/|\nabla_{\mathbf k}E|$. Integrating this distance along the contour gives the area $dS$ between them.

When many levels are filled, the correspondence principle sets the spacing of neighbouring levels equal to the orbital angular frequency:
\begin{equation}
 \omega_c=\frac{2\pi}{T}=\frac{2\pi B}{dS/dE}.
 \label{omega}
\end{equation}
From one level to the next, the enclosed area therefore grows by $(dS/dE)\,\omega_c=2\pi B$. This holds for any band shape, provided the orbits are closed, the energy is not close to a saddle point of the band, and no other band lies within about a level spacing of the orbit. Summing these steps gives
\begin{equation}
 S(E_N)=2\pi B\,(N+\gamma),
 \label{onsager}
\end{equation}
where $N$ is an integer. The argument does not fix the offset $\gamma$. At leading order in $B$ it may depend on the energy, but not on the field.

The ring between two successive orbits has area $2\pi B$ and held $2\pi B/(4\pi^2)=B/(2\pi)$ states per unit area before the field was applied. These states collect in one Landau level. The same number follows directly for a parabolic band of mass $m$. In the gauge $\mathbf A=(0,Bx,0)$ the Hamiltonian is
\begin{equation}
 H=\frac{p_x^2}{2m}+\frac{(k_y+Bx)^2}{2m},
\end{equation}
an oscillator centred at $x_0=-k_y/B$. Since $k_y$ comes in steps of $2\pi/L$, the centres are $2\pi/(BL)$ apart, and the number that fit into the length $L$ is
\begin{equation}
 \frac{L}{2\pi/(BL)}=\frac{BL^2}{2\pi}.
\end{equation}
Each nondegenerate level thus holds one state per flux quantum. Diagonalizing a lattice on a torus confirms this: with 48 flux quanta through the surface, the two lowest levels hold 48 states each, and with 24 flux quanta they hold 24 each.

\subsection*{From level crossings to the density}

Keep the Fermi energy fixed and vary the field. The resistance repeats its pattern each time a level passes through the Fermi energy. By (\ref{onsager}), level $N$ does so at the field $B_N$ given by
\begin{equation}
 S_F=2\pi B_N(N+\gamma)
 \quad\Longrightarrow\quad
 \frac1{B_N}=\frac{2\pi}{S_F}(N+\gamma).
\end{equation}
Subtracting the expressions for $N+1$ and $N$ removes $\gamma$:
\begin{equation}
 \Delta\!\left(\frac1B\right)=\frac{2\pi}{S_F},
 \qquad
 F=\frac{1}{\Delta(1/B)}=\frac{S_F}{2\pi}.
 \label{F}
\end{equation}
This answers your first point. $F$ has the unit of a field because it is a number of periods per unit of $1/B$, but it is not a field that anyone applies. The mass governs the level spacing in energy, whereas the crossings depend on the enclosed area.

Now insert $S_F=2\pi F$ into (\ref{count}):
\begin{equation}
 n=\frac{g\,(2\pi F)}{4\pi^2}=\frac{gF}{2\pi}.
 \label{result}
\end{equation}

You might object that a channel at fixed gate voltage has a nearly fixed density rather than a fixed Fermi energy. The period is the same. If the $g$ copies of each level coincide, a set of copies holds $gB/(2\pi)$ carriers per area. Exactly $N$ sets are full when
\begin{equation}
 n=N\,\frac{gB}{2\pi}
 \quad\Longrightarrow\quad
 \frac1B=N\,\frac{g}{2\pi n}.
\end{equation}
The period in $1/B$ is $g/(2\pi n)$, so $F=2\pi n/g$, which is (\ref{result}) again. The shape of the oscillation can differ between the two situations, but its period does not.

To restore ordinary units, replace $n$ by $na_0^2$ and $F$ by $F\,ea_0^2/\hbar$:
\begin{equation}
 na_0^2=\frac{g}{2\pi}\,\frac{F\,e\,a_0^2}{\hbar}
 \quad\Longrightarrow\quad
 n=\frac{g\,eF}{2\pi\hbar}=\frac{gF}{h/e}.
 \label{SI}
\end{equation}

\subsection*{The numbers}

The flux quantum is $h/e=4.13567\times10^{5}$ T\,\AA$^2$. With $F=100$ T and $g=2$,
\begin{equation}
 n=\frac{2\times100}{4.13567\times10^{5}}\ \text{\AA}^{-2}
  =4.836\times10^{-4}\ \text{\AA}^{-2}.
\end{equation}
One centimetre is $10^8$ \AA, so one square centimetre is $10^{16}$ \AA$^2$, and
\begin{equation}
 n=4.836\times10^{12}\ \text{cm}^{-2}\approx4.8\times10^{12}\ \text{cm}^{-2}.
\end{equation}

Two further numbers show what this means. Each pocket has the area
\begin{equation}
 S_F=\frac{4\pi^2n}{g}=9.546\times10^{-3}\ \text{\AA}^{-2}.
\end{equation}
If it is circular, its radius is $k_F=\sqrt{S_F/\pi}=0.0551$ \AA$^{-1}$. Counting the plane waves inside this circle for a large but finite box, and doubling, gives $4.837\times10^{-4}$ \AA$^{-2}$. This agrees with the formula to about 0.03\% of $n$.

At $B=10$ T, the number of carriers per flux quantum is
\begin{equation}
 \nu=\frac{n\,(h/e)}{B}=\frac{gF}{B}=\frac{2\times100}{10}=20,
\end{equation}
which is ten filled levels with two copies each. The semiclassical counting is therefore reasonable even at the top of your field range. The period is $1/F=0.01$ T$^{-1}$. Between 3.33 and 10 T, $1/B$ changes by $0.2$ T$^{-1}$, so a sweep over that range shows 20 periods.

For known $g$, (\ref{SI}) is linear in $F$, so the relative error of $n$ equals that of $F$. A wrong $g$ does far more harm than a slightly misread peak.

\subsection*{Is twofold two, or two times two?}

The number $g$ counts all coinciding copies of the pocket, whatever labels distinguish them. ``Twofold'' can describe at least two situations:
\begin{itemize}
\item one valley with two spin states of equal energy at zero field (the field splits them by the Zeeman energy, which acts like the valley splitting treated below);
\item two valleys, each with one occupied spin state, because spin-orbit coupling has pushed the other spin state out of reach of the Fermi energy.
\end{itemize}
In both cases $g=2$. In the second, spin has already been counted: choosing the valley also chooses the spin. A further factor of two would count carriers that are not there.

If both valleys had both spin states occupied and degenerate, $g$ would be 4, and the same frequency would mean $9.67\times10^{12}$ cm$^{-2}$. A single nondegenerate pocket would give $2.42\times10^{12}$ cm$^{-2}$. The frequency alone cannot distinguish these cases, because it measures the area of one pocket and not the number of pockets. If the total density is known from a separate measurement, the relation can be turned round to give $g=2\pi n/F$.

If the spin-split bands are both occupied but have different areas even without a field, they are not equivalent pockets. Each group $i$ then has its own frequency $F_i$ and degeneracy $g_i$. Adding (\ref{count}) over the groups gives
\begin{equation}
 n=\frac1{2\pi}\sum_i g_iF_i .
\end{equation}
The separate $F_i$ measure the zero-field areas only while the level spacing is small compared with the spin splitting. Otherwise the field mixes the two bands; for a parabolic band with Rashba splitting the two frequencies then move towards each other, while their sum stays nearly unchanged. The sum is the total density if all pockets hold carriers of one sign and each is filled throughout its interior. In a ring-shaped Fermi sea, the inner Fermi line encloses empty states, and its area must be subtracted. If electron and hole pockets coexist, they must be summed separately, since the frequency does not reveal the sign of the charge.

\subsection*{What a valley splitting does}

Suppose the field shifts the levels of the two valleys by $+\lambda B$ and $-\lambda B$. At fixed Fermi energy, a level shifted by $\pm\lambda B$ crosses $E_F$ when its unshifted energy is $E_F\mp\lambda B$, so
\begin{equation}
 S(E_F\mp\lambda B)=2\pi B(N+\gamma).
\end{equation}
Expand the left side to first order in $B$ and divide by $2\pi B$:
\begin{equation}
 \frac{F}{B}\mp\frac{\lambda}{2\pi}\frac{dS}{dE}=N+\gamma .
\end{equation}
By (\ref{omega}), $dS/dE=2\pi B/\omega_c$, so the second term is $\lambda B/\omega_c$. Define $r=2\lambda B/\omega_c$, the full splitting divided by the level spacing. It does not depend on $B$, since $\omega_c$ is also proportional to $B$. The condition becomes
\begin{equation}
 \frac FB\mp\frac r2=N+\gamma .
 \label{split}
\end{equation}
The splitting moves the two series of crossings against each other by the fraction $r$ of a period. Both series keep the frequency $F$.

This may seem odd, since one valley gains carriers as the field rises and the other loses them. The reason is that a Fourier peak measures how fast the phase changes with $1/B$, not the phase itself. Let the pocket area at field $B$ be $2\pi f(B)$. The number of periods passed is $f(B)/B$ up to a constant. With $u=1/B$ and $du=-dB/B^2$, the local frequency is
\begin{equation}
 \frac{d}{du}\left[u f\right]=f+u\frac{df}{du}
 =f-B\frac{df}{dB}.
 \label{local}
\end{equation}
For $f=F+cB$ this equals $F+cB-cB=F$, so a change of area linear in the field drops out. For $f=F+cB^2$ it equals $F-cB^2$, and the peak is shifted or smeared. The zero-field relation therefore fails when the area changes nonlinearly over the measured range. To first order, the area lost in one valley equals the area gained in the other, so the total density stays at its zero-field value.

A model in which this splitting is not put in by hand supports the conclusion. Each valley has a gapped two-band Hamiltonian, whose conduction energy in eV, with $k$ in \AA$^{-1}$, is
\begin{equation}
 E=\sqrt{\left[0.8+5k^2+4000\,(k_x^4+k_y^4)\right]^2+(3.5\,k)^2}.
\end{equation}
The Hamiltonian is $M\sigma_z+3.5\,(\tau k_x\sigma_x+k_y\sigma_y)$, where $M$ is the square bracket and $\tau=\pm1$ labels the valley. The offset between the valleys depends on this matrix form and not on $E(\mathbf k)$ alone: most of it comes from the orbital magnetic moment, which is an energy shift linear in $B$, and a small part from the opposite Berry phases, which enter through $\gamma$. These are round model parameters. At $E_F=0.86$ eV the Fermi line is visibly noncircular, with a radius between 0.0514 and 0.0567 \AA$^{-1}$. Diagonalization in a field gives crossings in the two valleys that are offset by 0.232 of a period, both at level index 20 and at index 30. Yet both valleys have the frequency 95.53 T. With $g=2$ this gives $4.620\times10^{-4}$ \AA$^{-2}$, while the zero-field Fermi area gives $4.619\times10^{-4}$ \AA$^{-2}$. The unrounded values differ by about 0.01\%.

\subsection*{When the strongest peak is not the fundamental}

A splitting close to half the level spacing can mislead you. Write $x_\pm=F/B\mp r/2-\gamma$, so that a crossing occurs whenever $x_\pm$ is an integer. The density of states at the Fermi energy is then proportional to a row of spikes in $x_\pm$, whose Fourier series is
\begin{equation}
 \sum_N\delta(x-N)=1+2\sum_{p=1}^{\infty}\cos(2\pi p x).
\end{equation}
The lower end of the ladder does not matter here, because many levels are filled. Adding the two valleys and using $\cos(a-b)+\cos(a+b)=2\cos a\cos b$, the $p$th harmonic is proportional to
\begin{equation}
 \cos(2\pi p x_+)+\cos(2\pi p x_-)
 =2\cos(\pi p r)\,
 \cos\!\left[2\pi p\left(\frac FB-\gamma\right)\right].
\end{equation}
For $r=0$ all harmonics add up. For $r=1/2$ the factor $\cos(\pi r)$ vanishes and the fundamental cancels. The second harmonic has the factor $\cos\pi=-1$ and survives at full strength. Level broadening suppresses the higher harmonics more strongly, so the largest peak then lies at $2F$.

These factors hold at fixed Fermi energy. At fixed density, narrow levels need more care. If the two valleys' levels are well resolved, the Fermi energy jumps each time a single level is full, and this happens at equal steps of $1/B$ whatever the size of the splitting. The peak at $2F$ can then be the strongest even when the splitting is well away from half the level spacing.

The picture in energy is simple. When the splitting is half the level spacing, the levels of one valley lie midway between those of the other. The result is one evenly spaced ladder with half the spacing, in which each level holds $B/(2\pi)$ carriers instead of $2B/(2\pi)$. The observed frequency has doubled and the degeneracy per level has halved:
\begin{equation}
 n=\frac{1\times(2F)}{2\pi}=\frac{2\times F}{2\pi}.
\end{equation}

A parabolic model shows this with your density. It has a band mass of half the free-electron mass, Gaussian level broadening of 0.2 meV, and a field window from 3.33 to 10 T. Without splitting, the strongest peak in the density of states is at 100 T. With a splitting of half the level spacing, it is at 200 T. Both results hold at fixed chemical potential and at fixed density. The splitting is a free parameter of this model. If the two copies are spin states with spin factor $g_s$, the Zeeman splitting is $g_sB/2$ and the level spacing $B/m$, so $r=g_sm/2$; for $m=1/2$ and $g_s=2$ this is already $r=1/2$, with the field along the normal. Combining the 200 T peak with $g=2$ would give $9.67\times10^{12}$ cm$^{-2}$, twice the true density.

So the degeneracy in (\ref{result}) must belong to the series that produces the peak. Your exercise says that 100 T is the fundamental of a twofold degenerate series, which settles the matter. If instead the 100 T peak came from a fully interleaved ladder, $g$ would be 1 and the density $2.42\times10^{12}$ cm$^{-2}$.

\subsection*{If the field is tilted}

Suppose the field makes an angle $\theta$ with the normal and the data are plotted against the inverse of the total field $B_{\rm tot}$. The orbits respond to $B=B_{\rm tot}\cos\theta$, so $1/B_{\rm tot}=\cos\theta/B$. The period in $1/B_{\rm tot}$ is smaller by the factor $\cos\theta$, and the apparent frequency of the fundamental is $F_{\rm tot}=F/\cos\theta$. If the levels are also split by a spin energy proportional to $B_{\rm tot}$, tilting changes the ratio of splitting to level spacing, so the strongest peak need not remain the fundamental. The density is then
\begin{equation}
 n=\frac{g\,F_{\rm tot}\cos\theta}{2\pi}.
\end{equation}
At $\theta=60^\circ$, for example, leaving out the cosine would double the inferred density. With the field along the normal, as I have assumed for your exercise, no correction is needed.

The numerical output below lists the values used here.

\section*{Computed values}
\begin{verbatim}
Input frequency F = 100.0 T, degeneracy g = 2
Flux quantum h/e = 4.13567e+05 T angstrom^2
Oscillation period in 1/B = 0.0100 1/T
Fermi area of one pocket = 9.54584e-03 angstrom^-2
Fermi wave number, circular pocket = 0.05512 1/angstrom
Carrier density n = 4.8360e-04 angstrom^-2
Carrier density n = 4.8360e+12 cm^-2
Density from plane-wave count = 4.8374e-04 angstrom^-2
Filling factor at B = 10 T: 20.00
Density if g were 1 = 2.4180e-04 angstrom^-2
Density if g were 4 = 9.6720e-04 angstrom^-2
Torus with 48 flux quanta: states in two lowest levels = 48, 48
Torus with 24 flux quanta: states in two lowest levels = 24, 24
Valley model: half gap 0.8 eV, velocity 3.5 eV angstrom, Fermi energy 0.86 eV
Valley model: quadratic term 5.0 eV angstrom^2, quartic term 4000 eV angstrom^4
Fermi wave number range = 0.05135 to 0.05671 1/angstrom
Frequency in valley K = 95.532 T, in valley K' = 95.532 T
Valley phase offset, in periods, at level indices 20 and 30 = 0.232, 0.232
Model density from Fermi area = 4.61941e-04 angstrom^-2
Model density from crossings = 4.61989e-04 angstrom^-2
Trap model: band mass 0.5 free-electron masses, level width 2.0e-04 eV
Trap model: zero-field Fermi energy = 0.02315 eV
Trap model: field window 3.33 to 10.00 T
Splitting/cyclotron energy 0.0, fixed chemical potential: strongest peak = 100.0 T
Splitting/cyclotron energy 0.0, fixed density: strongest peak = 100.0 T
Splitting/cyclotron energy 0.5, fixed chemical potential: strongest peak = 200.0 T
Splitting/cyclotron energy 0.5, fixed density: strongest peak = 200.0 T
\end{verbatim}
